# McLean segregation of a dopant to a dielectric interface

## What symmetry fixes

A crystal of host atoms H holds a substitutional dopant D. Its interface with a dielectric has a fixed number of equivalent sites, each holding one atom, D or H. Let \(x\) be the fraction of bulk sites occupied by D, and \(\theta\) the fraction of interface sites occupied by D. Let \(g\) be the standard free energy of moving one D from bulk to interface while one H moves back. It contains bonding, strain and vibrational terms, but not the entropy of arranging atoms among sites. Negative \(g\) favours segregation.

If atoms do not interact beyond what \(g\) contains, the equilibrium occupancy depends on \(x\), \(g\) and the thermal energy \(kT\). Since \(\theta\) and \(x\) are pure numbers, the energies can enter only through \(\gamma=g/kT\):

\[
\theta=f(x,\gamma).
\]

Consider three regions with the same kind of sites. If the first is in equilibrium with the second, and the second with the third, then the first is in equilibrium with the third. Exchange free energies add along this path, so

\[
f\big(f(x,\gamma_1),\gamma_2\big)=f(x,\gamma_1+\gamma_2).
\]

Let \(f(1/2,\gamma)\) fall steadily from 1 to 0 as \(\gamma\) rises from \(-\infty\) to \(\infty\). Each fraction \(y\) between 0 and 1 then defines one number \(\phi(y)\) through \(y=f(1/2,-\phi(y))\). Writing \(x\) this way gives

\[
\theta=f\big(f(1/2,-\phi(x)),\gamma\big)=f\big(1/2,\gamma-\phi(x)\big),
\]

and comparison with the definition of \(\phi(\theta)\) yields

\[
\phi(\theta)=\phi(x)-\frac{g}{kT}.
\]

Exchanging the names D and H sends \(y\) to \(1-y\) and \(g\) to \(-g\), so \(\phi(1-y)=-\phi(y)\). The form of the law is now fixed: an odd function of composition about one half is shifted by \(g/kT\). Symmetry does not say which function. Two derivations show that it is \(\phi(y)=\ln[y/(1-y)]\), which gives McLean's law:

\[
\boxed{\frac{\theta}{1-\theta}=K\,\frac{x}{1-x},\qquad K=e^{-g/kT}.}
\]

## First derivation: equal exchange potentials

Let there be \(M_I\) interface sites, \(M_B\) bulk sites and \(N\) dopants, of which \(n\) are at the interface. Then \(\theta=n/M_I\) and \(x=(N-n)/M_B\). With random mixing, the number of arrangements is a product of two binomial coefficients. Apart from a constant, the free energy is

\[
F(n)=ng-kT\ln\binom{M_I}{n}-kT\ln\binom{M_B}{N-n}.
\]

For large numbers, \(\ln m!\approx m\ln m-m\). The linear terms cancel in a binomial coefficient:

\[
\ln\binom{M}{n}\approx M\ln M-n\ln n-(M-n)\ln(M-n).
\]

Its derivative is

\[
\frac{d}{dn}\ln\binom{M}{n}=-\ln n-1+\ln(M-n)+1=\ln\frac{M-n}{n}.
\]

Adding a dopant to a region with a fixed number of sites removes a host atom from it. The free energy of this replacement is the exchange potential \(\Delta\mu=\mu_D-\mu_H\). With \(\Delta\mu^\circ\) its part without mixing entropy,

\[
\Delta\mu_I=\Delta\mu_I^\circ+kT\ln\frac{\theta}{1-\theta},\qquad
\Delta\mu_B=\Delta\mu_B^\circ+kT\ln\frac{x}{1-x},
\]

where \(g=\Delta\mu_I^\circ-\Delta\mu_B^\circ\). Raising \(n\) by one performs the replacement at the interface and reverses it in the bulk. Therefore

\[
\frac{dF}{dn}=\Delta\mu_I-\Delta\mu_B
=g+kT\ln\frac{\theta}{1-\theta}-kT\ln\frac{x}{1-x}.
\]

At equilibrium this vanishes. Dividing by \(kT\) and exponentiating gives McLean's law.

The condition is equality of the differences \(\mu_D-\mu_H\). It does not require \(\mu_D\) and \(\mu_H\) to be equal separately, because no atom can enter a filled interface layer without another leaving.

The stationary point is a minimum. Differentiating the interface logarithm gives

\[
\frac{1}{n}+\frac{1}{M_I-n}=\frac{1}{M_I\theta(1-\theta)}.
\]

The bulk term has two minus signs, one in front of the logarithm and one from \(d(N-n)/dn=-1\), so it is also positive:

\[
\frac{d^2F}{dn^2}=kT\left[\frac{1}{M_I\theta(1-\theta)}+\frac{1}{M_Bx(1-x)}\right]>0.
\]

The slope runs from \(-\infty\) to \(+\infty\) across the allowed range of \(n\), so there is one equilibrium.

## Second derivation: swapping one pair

This route starts from an exact identity that needs neither a chemical potential nor an approximation for factorials. Choose an interface site \(i\) and a bulk site \(j\). Take an arrangement with D on \(i\) and H on \(j\), and swap these two atoms. All other atoms stay in place. The first arrangement has free energy higher by \(g\) than the swapped one, so its Boltzmann probability is larger by the factor \(e^{-g/kT}=K\).

The swap pairs the arrangements one to one. Summing over all positions of the other atoms gives

\[
P(D_i,H_j)=K\,P(H_i,D_j).
\]

Now sum over every \(i\) and \(j\). An arrangement with \(n\) interface dopants has \(n\) choices for D at the interface and \(M_B-N+n\) choices for H in the bulk. The opposite pair can be chosen in \((M_I-n)(N-n)\) ways. Hence

\[
\big\langle n(M_B-N+n)\big\rangle
=K\big\langle(M_I-n)(N-n)\big\rangle.
\]

This holds for a system of any size within the model. With one interface site, one bulk site and one dopant, it reduces to \(P(n=1)=K\,P(n=0)\), as it should.

To recover a law for mean fractions, let \(\theta\) and \(x\) now denote averages and let \(v\) be the variance of \(n\). Both products contain \(+n^2\), so each average exceeds the product of averages by \(v\). Dividing by \(M_IM_B\),

\[
\theta(1-x)+\frac{v}{M_IM_B}
=K\left[(1-\theta)x+\frac{v}{M_IM_B}\right].
\]

For a large system the fluctuations are Gaussian and \(v=kT/F''\). The curvature found above implies \(v<M_I\theta(1-\theta)\), so the correction on the right, relative to \((1-\theta)x\), is below \(\theta/(M_Bx)\). On the left, relative to \(\theta(1-x)\), it is below \((1-\theta)/[M_B(1-x)]\). Both vanish when the bulk contains many dopants and many hosts. What remains is

\[
\theta(1-x)=K(1-\theta)x,
\]

which is McLean's law again. The factor \(1-\theta\) has a direct meaning here: a dopant can enter only where the interface still holds a host atom.

## What each derivation assumes

Both derivations assume equivalent sites, one atom per site, a constant \(g\), and enough atomic motion to reach equilibrium. They differ in where large numbers enter. The first needs them from the start, to make \(F(n)\) smooth. The second needs them at the end, to replace the average of a product by a product of averages.

They also extend differently. If interface sites have different exchange energies, the pair argument applies to each class separately. The total occupancy is then a weighted average of McLean curves, which in general is not a McLean curve with one \(K\).

If interface dopants interact, the cost of a swap depends on the neighbours. The free-energy route handles this in mean field by adding \(M_Iw\theta^2/2\), where \(w\) is an interaction energy. Since \(\theta=n/M_I\), the derivative of this term is \(w\theta\), so

\[
\frac{\theta}{1-\theta}=\frac{x}{1-x}\,e^{-(g+w\theta)/kT}.
\]

With the bulk composition held fixed, the curvature is proportional to \(kT/[\theta(1-\theta)]+w\). The first term is smallest at half filling, where it equals \(4kT\). Attraction stronger than this, \(w<-4kT\), makes the curvature negative over some range of occupancy. The single smooth curve then fails, and the interface can separate into dopant-rich and dopant-poor parts. This threshold is a mean-field value. For nearest-neighbour attraction on a square lattice, where \(w\) is four times the pair energy, the exact threshold is \(|w|=8\ln(1+\sqrt2)\,kT\approx7kT\).

A different site rule changes the law itself. Suppose interface traps are either empty or filled by D, so that no host atom returns. Let the number \(H\) of bulk host atoms be fixed. With \(n_B\) bulk dopants there are \(H+n_B\) bulk sites, and

\[
\frac{d}{dn_B}\ln\binom{H+n_B}{n_B}
=\ln\frac{H+n_B}{n_B}=-\ln x.
\]

The bulk dopant potential therefore contains \(kT\ln x\), while the traps still give \(kT\ln[\theta/(1-\theta)]\). Now \(\mu_D\) itself is equal in both places, and

\[
\frac{\theta}{1-\theta}=Kx,
\]

with \(g\) redefined as the standard free energy of filling an empty trap. For \(x\ll1\) the two laws merge.

## Limits and a finite supply

Expanding \(\theta(1-x)=Kx(1-\theta)\) and collecting \(\theta\) gives

\[
\theta=\frac{Kx}{1+(K-1)x}.
\]

When \(x\ll1\) and \(Kx\ll1\), this becomes the dilute law \(\theta\approx Kx\). Half filling occurs at \(x=1/(1+K)\). For larger \(x\) the occupancy approaches one, whereas the dilute law can exceed one. At fixed \(x\) and constant negative \(g\), cooling raises \(K\) and hence the equilibrium occupancy.

A thin film has a limited supply of dopant. Consider a film with two identical faces and half-thickness \(L\). Let \(S\) be the interface site density per area, \(N_B\) the bulk site density, and \(A=N_BL\). Half of the film supplies each face, with total dopant \(\sigma\) per area:

\[
\sigma=S\theta+Ax.
\]

Insert \(\theta\) and multiply by \(1+(K-1)x\):

\[
SKx+Ax+A(K-1)x^2=\sigma+\sigma(K-1)x.
\]

With \(b=A+SK-\sigma(K-1)\), this is

\[
A(K-1)x^2+bx-\sigma=0.
\]

For \(K>1\) the product of the roots is negative, so one root is positive. Multiplying the numerator and denominator of the usual root formula by \(b+\sqrt{b^2+4A(K-1)\sigma}\) gives

\[
x=\frac{2\sigma}{b+\sqrt{b^2+4A(K-1)\sigma}}.
\]

## A phosphorus-doped silicon film

Take a 100 nm silicon film between two oxide faces, annealed at 1273 K before the high-k layer is deposited. The rough parameters are a mean doping of \(4\times10^{19}\ \mathrm{cm^{-3}}\), \(S=5\times10^{14}\ \mathrm{cm^{-2}}\), \(N_B=5\times10^{22}\ \mathrm{cm^{-3}}\) and \(g=-0.80\) eV. Since \(kT=0.1097\) eV,

\[
K=e^{0.80/0.1097}\approx1470.
\]

With \(L=50\) nm, \(A=2.5\times10^{17}\ \mathrm{cm^{-2}}\) and \(\sigma=2.0\times10^{14}\ \mathrm{cm^{-2}}\). Then, in \(\mathrm{cm^{-2}}\),

\[
b=(2.50+7.35-2.94)\times10^{17}=6.91\times10^{17},
\]

\[
x=\frac{4.0\times10^{14}}{6.91\times10^{17}+8.78\times10^{17}}
=2.55\times10^{-4}.
\]

The occupancy follows as

\[
\theta=\frac{0.375}{1+0.374}=0.273.
\]

Each face traps \(1.36\times10^{14}\ \mathrm{cm^{-2}}\), or 68% of its supply. The doping left in the silicon is \(1.27\times10^{19}\ \mathrm{cm^{-3}}\). As a test that does not use the root formula, the mean of \(n\) was summed directly from the binomial weights for 40,000 interface sites, \(2\times10^7\) bulk sites and 16,000 dopants. It also gives \(\theta=0.273\).

If the bulk were held at the initial doping, McLean's law would give \(\theta=0.54\). That would require \(2.7\times10^{14}\) dopants per cm² of face, more than the \(2.0\times10^{14}\) that half of the film can supply to that face. At the same fixed doping the dilute law gives 1.18, an impossible occupancy. In the closed film the dilute law gives 0.298, about 10% above the McLean result: depletion keeps \(Kx\) below one, but blocked sites still matter.

## How far the neglected effects move the result

Among the equilibrium changes tried here, a shift of 0.10 eV in the segregation energy moves the result most. With all else fixed, \(g=-0.70\) eV gives \(\theta=0.195\), and \(g=-0.90\) eV gives 0.332. An interaction of \(w=+0.05\) eV gives 0.263, and \(w=-0.05\) eV gives 0.282. The attraction is far weaker than the mean-field separation threshold \(4kT=0.44\) eV.

A second correction comes from electrons. Every bulk phosphorus donor is taken to be ionized, and every trapped one to be neutral. Trapping then consumes an ion and an electron, so the Fermi energy \(E_F\) joins the bulk side of the balance. For a nondegenerate electron gas, \(E_F\) lies \(kT\ln(n_e/n_i)\) above its intrinsic position, where \(n_e\) is the electron density and \(n_i\) its intrinsic value. If \(g\) is quoted for intrinsic silicon,

\[
\frac{\theta}{1-\theta}=K\,\frac{n_e}{n_i}\,\frac{x}{1-x}.
\]

Let \(N_D=N_Bx\) be the bulk donor density and \(p\) the hole density. Neutrality, \(n_e=N_D+p\), and \(n_ep=n_i^2\) give

\[
n_e=\frac{N_D}{2}+\sqrt{\frac{N_D^2}{4}+n_i^2}.
\]

With a rough \(n_i=10^{19}\ \mathrm{cm^{-3}}\) and the same \(g\), the closed film reaches \(n_e=1.6\times10^{19}\ \mathrm{cm^{-3}}\) and \(\theta=0.305\), 12% above the basic result. The third digit depends on the rough \(n_i\): \(7\times10^{18}\ \mathrm{cm^{-3}}\) gives 0.313, and \(1.4\times10^{19}\ \mathrm{cm^{-3}}\) gives about 0.30. Fermi statistics add \(kT\,n_e/(\sqrt8N_c)\) to \(E_F\) at leading order, where \(N_c\) is the conduction-band density of states. For \(N_c=2.5\times10^{20}\ \mathrm{cm^{-3}}\), this raises the segregation factor by about 2% at given \(n_e\), if \(n_i\) is taken as the nondegenerate value.

Neutral trapping is a strong condition. If all trapped donors stayed charged, and their field entered the silicon without screening, Gauss's law would give

\[
\frac{eS\theta}{\varepsilon_r\varepsilon_0}\approx 20\ \mathrm{MV/cm}
\]

for relative permittivity \(\varepsilon_r=12\). Even one percent charged would give 0.2 MV/cm. Screened by the carriers, one percent charged raises the potential at the interface by about 0.035 V, or \(0.3\,kT/e\), and ten percent by about 0.25 V. A charged fraction above a few percent would therefore require the electrostatic potential to be included in the exchange balance.

The oxide takes little dopant under the assumed conditions. If its concentration is one tenth of that in silicon, a 2 nm oxide holds \(2.5\times10^{11}\ \mathrm{cm^{-2}}\), about 0.2% of the trapped dose.

Time is a separate limit. Assume a constant diffusivity \(D=10^{-14}\ \mathrm{cm^2/s}\), uniform initial doping, and an interface in equilibrium with the silicon beside it. Solving the diffusion equation gives \(\theta\approx0.26\) after half an hour and 0.27 after two hours, when it has practically reached equilibrium. The two-hour anneal is therefore long enough in this model.

At 1173 K the equilibrium value of the basic law rises to 0.316 with the same \(g\) (the electron correction, left out here, grows as \(n_i\) falls and gives about 0.35 for \(n_i=4\times10^{18}\ \mathrm{cm^{-3}}\)), so slow cooling can add dopant to the interface if diffusion keeps pace. At 400 K it cannot: with a diffusion activation energy of 3.7 eV, the diffusion length in ten years is about \(2\times10^{-12}\) nm. In this model, bulk diffusion at the temperature of use leaves unchanged the occupancy set by the heat treatment, its cooling and any later process steps.

## The model beside a real gate stack

Phosphorus does pile up at silicon/oxide interfaces, largely in an electrically inactive form, and trapped doses of order \(10^{14}\ \mathrm{cm^{-2}}\) are realistic for heavily doped silicon. Since \(g\) and \(S\) were chosen rather than derived, this agreement in size does not show that real phosphorus is trapped one atom at a time on equivalent sites. The chosen site density is comparable with that of a silicon surface layer. The doping, however, is that of heavily doped silicon, far above that of a lightly doped channel. The two-hour anneal is also far longer than the seconds or less used for modern dopant activation, and it would crystallize an amorphous hafnium oxide layer, which is why the high-k film is deposited afterwards here.

Short anneals break the equilibrium assumption. In one second, \(\sqrt{Dt}\) is 1 nm. At the initial doping this depth supplies about \(4\times10^{12}\ \mathrm{cm^{-2}}\), enough for an occupancy near 0.01 instead of 0.27. Implantation damage or heavy doping can speed up diffusion and raise that estimate. McLean's law then gives the state towards which the interface moves, while diffusion sets how much dopant arrives. The numerical output lists the inputs and further values for this example.

## Computed values

```
Anneal temperature: 1273 K
Thermal energy kT: 0.1097 eV
Segregation free energy g: -0.80 eV
Interface site density S: 5.00e+14 cm^-2
Bulk site density: 5.00e+22 cm^-3
Film thickness: 100 nm
Half-thickness L: 50 nm
Mean doping: 4.00e+19 cm^-3
Mean dopant site fraction: 8.00e-04 (no unit)
Bulk sites per face A: 2.500e+17 cm^-2
Dopant per face sigma: 2.000e+14 cm^-2
Segregation factor K: 1469.5 (no unit)
Bulk doping at half filling: 3.400e+19 cm^-3
Occupancy at fixed bulk 1e+18 cm^-3: 0.0286
Occupancy at fixed bulk 1e+19 cm^-3: 0.2272
Occupancy at fixed bulk 1e+20 cm^-3: 0.7465
Unlimited reservoir, McLean occupancy: 0.5406
Unlimited reservoir, dilute-law value: 1.1756
Closed film, McLean occupancy: 0.2726
Closed film, dilute-law occupancy: 0.2985
Closed film, canonical-sum occupancy: 0.2726
Closed film, bulk site fraction: 2.5489e-04 (no unit)
Closed film, remaining doping: 1.274e+19 cm^-3
Trapped dose per face: 1.363e+14 cm^-2
Trapped share of all dopant: 68.1 %
Occupancy for g = -0.70 eV: 0.1950
Occupancy for g = -0.90 eV: 0.3320
Equilibrium occupancy at 1173 K: 0.3157
Interaction size |w|: 0.05 eV
Occupancy with repulsion: 0.2631
Occupancy with attraction: 0.2823
Intrinsic electron density, rough: 1.0e+19 cm^-3
Occupancy with electron balance: 0.3053
Electron density in that case: 1.58e+19 cm^-3
Density-of-states mass, rough: 1.1 electron masses
Conduction-band density of states: 2.53e+20 cm^-3
Degeneracy raises K by: 2.2 %
Dopant diffusivity at anneal, rough: 1.0e-14 cm^2/s
Occupancy after 0.5 h of diffusion: 0.2580
Occupancy after 2.0 h of diffusion: 0.2725
Occupancy after 20.0 h of diffusion: 0.2726
Silicon relative permittivity, rough: 12 (no unit)
Unscreened field if all trapped charged: 20.5 MV/cm
Thin oxide thickness: 2 nm
Si/oxide dopant ratio, rough: 10 (no unit)
Dose taken by thin oxide: 2.5e+11 cm^-2
Temperature of use: 400 K
Diffusion activation energy, rough: 3.7 eV
Diffusion length in 10 years of use: 2e-12 nm
```
